\section*{The Casimir–Polder potential of an atom near a perfect mirror}

\section{Definitions, conventions and assumptions}

A neutral, non-magnetic atom is held at height $z$ above a perfectly conducting plane at $z=0$. The space above the plane is vacuum at zero temperature. The atom is in its ground state $|0\rangle$, which is nondegenerate and rotationally invariant. Its size is much smaller than $z$, so the electric-dipole approximation applies.

Formulas are in Gaussian units. The excited levels have energies $\hbar\omega_n>0$ above the ground state, and $k_n=\omega_n/c$; the lowest level with a nonzero transition dipole is $n=1$. The strength
\begin{equation}
D_n=\sum_{\text{states of level }n}|\langle n|\boldsymbol\mu|0\rangle|^2
\end{equation}
includes all three dipole components. Rotational invariance gives
\begin{equation}
\sum_{\text{states of level }n}\langle0|\mu_i|n\rangle\langle n|\mu_j|0\rangle=\frac{D_n}{3}\,\delta_{ij}.
\label{iso}
\end{equation}

The polarizability at imaginary frequency is the response to a field $Fe^{\xi t}$ along one axis, say $x$. To first order, the amplitude of an excited state obeys $\dot c_n=-i\omega_nc_n+(i/\hbar)\langle n|\mu_x|0\rangle Fe^{\xi t}$, so that $c_n=\langle n|\mu_x|0\rangle Fe^{\xi t}/[\hbar(\omega_n-i\xi)]$. The induced dipole is $2\,\mathrm{Re}\sum_n\langle0|\mu_x|n\rangle c_n$. Dividing it by the field and using \eqref{iso},
\begin{equation}
\alpha(i\xi)=\frac{2}{3\hbar}\sum_n\frac{\omega_nD_n}{\omega_n^2+\xi^2}.
\label{alpha}
\end{equation}

The potential $U(z)$ is the position-dependent part of the ground-state energy, with $U\to0$ as $z\to\infty$. It is calculated to second order in the atom-field coupling.

\section{Modes of the half-space}

Take periodic boundary conditions over an area $A$ and put a second mirror at $z=L$, to be removed by $L\to\infty$. Let $V=AL$, $k_z=n\pi/L$ and $k^2=k_\parallel^2+k_z^2$. With the $x$ axis along $\mathbf k_\parallel$, the modes for $n\ge1$ are
\begin{align}
\mathbf f_{\rm TE}&=\sqrt{\tfrac2V}\;\hat{\mathbf y}\,\sin(k_zz)\,e^{ik_\parallel x},\\
\mathbf f_{\rm TM}&=\sqrt{\tfrac2V}\;\frac{\hat{\mathbf z}\,k_\parallel\cos(k_zz)-i\hat{\mathbf x}\,k_z\sin(k_zz)}{k}\,e^{ik_\parallel x}.
\end{align}
Each component satisfies $\nabla^2f=-k^2f$. The TE divergence vanishes because nothing depends on $y$. The TM divergence is proportional to $(ik_\parallel)(-ik_z)\sin k_zz-k_\parallel k_z\sin k_zz=0$. The tangential components contain $\sin k_zz$ and vanish on both mirrors. Since $\sin^2$ and $\cos^2$ average to $1/2$, $\int|\mathbf f|^2d^3r=1$. For $n=0$ there is no TE mode, and the TM mode is $\hat{\mathbf z}e^{ik_\parallel x}/\sqrt V$.

The field operators are
\begin{align}
\mathbf A&=\sum_{\rm modes}\sqrt{\frac{2\pi\hbar c^2}{\omega}}\,(a\mathbf f+a^\dagger\mathbf f^*),\\
\mathbf E&=i\sum_{\rm modes}\sqrt{2\pi\hbar\omega}\,(a\mathbf f-a^\dagger\mathbf f^*),\qquad\omega=ck.
\end{align}
They are related by $\mathbf E=-\dot{\mathbf A}/c$. The amplitude follows from the vacuum energy. The electric part of one mode is $2\pi\hbar\omega/8\pi=\hbar\omega/4$. The magnetic part is equal to it, because integration by parts gives $\int|\nabla\times\mathbf f|^2=k^2\int|\mathbf f|^2$; the surface term vanishes with the tangential field. The sum is $\hbar\omega/2$.

\section{The coupling, and the image energy}

In the minimal-coupling Hamiltonian each charge $q$ has kinetic momentum $\mathbf p-q\mathbf A/c$, with $\mathbf A$ taken at the atom. The Coulomb energy includes the image charges. Transform with $T=\exp(i\boldsymbol\mu\cdot\mathbf A/\hbar c)$. Then $T^\dagger\mathbf pT=\mathbf p+q\mathbf A/c$, which removes $\mathbf A$ from the kinetic energy, and
\begin{equation}
T^\dagger aT=a+\frac{i}{\hbar c}[a,\boldsymbol\mu\cdot\mathbf A]
=a+i\sqrt{\frac{2\pi}{\hbar\omega}}\;\boldsymbol\mu\cdot\mathbf f^*.
\end{equation}
Inserting this into $\sum\hbar\omega a^\dagger a$ gives
\begin{equation}
\sum\hbar\omega a^\dagger a\;\to\;\sum\hbar\omega a^\dagger a-\boldsymbol\mu\cdot\mathbf E+2\pi\sum|\boldsymbol\mu\cdot\mathbf f|^2 ,
\label{mult}
\end{equation}
where $\mathbf E$ denotes the mode expansion above. In the new representation this operator stands for the transverse displacement field.

The last term of \eqref{mult} is $2\pi\int|\mathbf P_\perp|^2d^3r$, where $\mathbf P_\perp$ is the projection of the atomic polarization $\mathbf P$ on the modes. The Coulomb energy has a matching form. The electrostatic field is $\mathbf E_\parallel=-\nabla\phi$ with $\phi=0$ on the mirrors and $\nabla\cdot(\mathbf E_\parallel+4\pi\mathbf P)=0$. Hence $\mathbf E_\parallel=-4\pi\mathbf P_\parallel$, where $\mathbf P_\parallel$ is the projection on such gradients, and the energy is $\int|\mathbf E_\parallel|^2/8\pi=2\pi\int|\mathbf P_\parallel|^2$.

For each $\mathbf k_\parallel$ and $n\ge1$, the TE mode, the TM mode and the gradient of $\sin(k_zz)e^{ik_\parallel x}$ are three orthogonal vectors. They span all fields with $\sin k_zz$ in the tangential components and $\cos k_zz$ in the normal one. Together with the $n=0$ TM modes these form a complete set; the single uniform term $\mathbf k=0$ has weight $1/V$ and drops out in the limit. Therefore
\begin{equation}
2\pi\int|\mathbf P_\parallel|^2d^3r+2\pi\int|\mathbf P_\perp|^2d^3r=2\pi\int|\mathbf P|^2d^3r .
\end{equation}
The right-hand side is a property of the atom alone and does not depend on $z$. In this representation no image energy may be added: the whole $z$-dependence comes from $-\boldsymbol\mu\cdot\mathbf E$.

\section{Second-order energy}

The first-order shift vanishes because $\mathbf E$ changes the photon number. In second order the intermediate states contain an excited atom and one photon, with energy $\hbar(\omega_n+\omega)$. The squared matrix element is $2\pi\hbar\omega|\langle n|\boldsymbol\mu|0\rangle\cdot\mathbf f^*|^2$. With \eqref{iso},
\begin{equation}
\Delta E=-\sum_n\frac{D_n}{3}\sum_{\rm modes}\frac{2\pi\omega\,|\mathbf f|^2}{\omega_n+\omega}.
\label{second}
\end{equation}

Let $u=k_z/k$. The two polarizations together give
\begin{align}
|\mathbf f_{\rm TE}|^2+|\mathbf f_{\rm TM}|^2
&=\frac2V\left[(1+u^2)\sin^2k_zz+(1-u^2)\cos^2k_zz\right]\nonumber\\
&=\frac2V\left[1-u^2\cos(2k_zz)\right],
\end{align}
by $\sin^2\theta=(1-\cos2\theta)/2$ and $\cos^2\theta=(1+\cos2\theta)/2$. The constant is the value far from the mirror and is subtracted. The mirror-induced part is $\Delta|\mathbf f|^2=-(2/V)u^2\cos(2kuz)$. The $n=0$ modes have constant $|\mathbf f|^2$ and do not contribute.

For large $A$ and $L$,
\begin{equation}
\sum_{\mathbf k_\parallel,n}\to\frac{A}{4\pi^2}\int d^2k_\parallel\,\frac L\pi\int_0^\infty dk_z
=\frac{V}{2\pi^2}\int_0^\infty k^2dk\int_0^1du .
\label{count}
\end{equation}
The azimuthal integral has supplied $2\pi$. Define
\begin{equation}
G(x)=\int_{-1}^1u^2\cos(xu)\,du=2\left[\frac{\sin x}{x}+\frac{2\cos x}{x^2}-\frac{2\sin x}{x^3}\right],
\end{equation}
obtained by integrating by parts twice. The integral over $0<u<1$ is $G/2$. The two minus signs cancel, and the factors combine as $\frac{D_n}{3}\cdot2\pi\cdot\frac2V\cdot\frac{V}{2\pi^2}\cdot\frac12=\frac{D_n}{3\pi}$:
\begin{equation}
U(z)=\sum_n\frac{D_n}{3\pi}\int_0^\infty dk\,\frac{k^3}{k+k_n}\,G(2kz).
\label{real}
\end{equation}

At large $k$ the integrand oscillates with an amplitude that grows as $k$. The integral is defined with a factor $e^{-\eta k}$ and the limit $\eta\to0^+$. A cutoff is physically justified, because the coupling is lost at wavelengths shorter than the atom, but this factor is only a regulator: a Gaussian factor $e^{-\eta^2k^2}$ gives the same limit, while at finite $\eta$ the two change $U$ at first and second order in $\eta/z$ respectively. Only the limit is used.

\section{Rotation to imaginary wave number}

Since $\cos x=\mathrm{Im}(ie^{ix})$,
\begin{equation}
G(x)=2\,\mathrm{Im}\left[e^{ix}\left(\frac1x+\frac{2i}{x^2}-\frac2{x^3}\right)\right].
\end{equation}
Put this into \eqref{real} and turn the contour from $k>0$ to $k=i\kappa$, $\kappa>0$. Three facts permit this. The pole at $k=-k_n$ lies outside the first quadrant. The factor $k^3$ cancels the singularity at the origin. On the arc $k=Re^{i\varphi}$ the exponentials have modulus $\exp[-R(\eta\cos\varphi+2z\sin\varphi)]$, whose bracket is at least the smaller of $\eta$ and $2z$, so the arc contribution vanishes.

On the new path let $y=2\kappa z$, so $x=iy$. Then
\begin{align}
\frac1x+\frac{2i}{x^2}-\frac2{x^3}&=-i\left(\frac1y+\frac2{y^2}+\frac2{y^3}\right),\\
dk\,\frac{k^3}{k+k_n}&=\frac{(i)(-i)\kappa^3d\kappa}{k_n+i\kappa}=\frac{\kappa^3(k_n-i\kappa)}{k_n^2+\kappa^2}\,d\kappa .
\end{align}
The factor $e^{-i\eta\kappa}$ tends to one, and $e^{-y}$ makes the integral converge. The imaginary part of the product retains $-k_n$ from $-i(k_n-i\kappa)$, so
\begin{equation}
U=-\frac{2}{3\pi}\sum_nD_n\int_0^\infty d\kappa\,\frac{k_n\kappa^3}{k_n^2+\kappa^2}\left(\frac1y+\frac2{y^2}+\frac2{y^3}\right)e^{-y}.
\end{equation}
Here $\kappa^3(1/y+2/y^2+2/y^3)=(y^2+2y+2)/(8z^3)=(1+2\kappa z+2\kappa^2z^2)/(4z^3)$. By \eqref{alpha}, $\frac23\sum_nD_nk_n/(k_n^2+\kappa^2)=\hbar c\,\alpha(ic\kappa)$. The full potential is therefore
\begin{equation}
\boxed{U(z)=-\frac{\hbar c}{4\pi z^3}\int_0^\infty d\kappa\;\alpha(ic\kappa)\,(1+2\kappa z+2\kappa^2z^2)\,e^{-2\kappa z}}
\label{full}
\end{equation}
The integrand is positive, so $U<0$. A direct sum over discrete modes, which does not use the rotation, checks this result numerically.

For discrete levels the integral can be done. Set $\kappa=k_nt$ and $x=2k_nz$, and define
\begin{equation}
f(x)=\int_0^\infty\frac{e^{-xt}}{1+t^2}dt,\qquad g(x)=-f'(x)=\int_0^\infty\frac{te^{-xt}}{1+t^2}dt .
\end{equation}
With $t^2/(1+t^2)=1-1/(1+t^2)$ the quadratic term gives $1/x-f$, and
\begin{equation}
U=-\frac1{6\pi z^3}\sum_nD_n\left[f+xg+\frac x2-\frac{x^2f}{2}\right]_{x=2k_nz}.
\end{equation}
The same identity shows that $f''+f=1/x$. Define $\mathrm{Si}(x)=\int_0^x(\sin t/t)\,dt$ and $\mathrm{Ci}(x)=-\int_x^\infty(\cos t/t)\,dt$, so that $\mathrm{Si}'=\sin x/x$, $\mathrm{Ci}'=\cos x/x$, and $\mathrm{Si}\to\pi/2$, $\mathrm{Ci}\to0$ as $x\to\infty$. The function $\mathrm{Ci}(x)\sin x+[\pi/2-\mathrm{Si}(x)]\cos x$ satisfies this equation, as two differentiations show, and vanishes at infinity, as $f$ does. The difference of the two would be a combination of $\sin x$ and $\cos x$ that vanishes at infinity, hence zero.

\section{The retarded limit}

With $\kappa=y/2z$, \eqref{full} becomes
\begin{equation}
U=-\frac{\hbar c}{8\pi z^4}\int_0^\infty dy\;\alpha\!\left(\frac{icy}{2z}\right)\varphi(y),\qquad\varphi(y)=\left(1+y+\frac{y^2}2\right)e^{-y}.
\label{yform}
\end{equation}
When $z\gg c/\omega_1$, the frequencies $cy/2z$ that matter are far below every transition and $\alpha$ may be replaced by $\alpha(0)$. Since $\int_0^\infty y^me^{-y}dy=m!$, the remaining integral is $1+1+1=3$:
\begin{equation}
\boxed{U(z)\to U_{\rm ret}(z)=-\frac{3\hbar c\,\alpha(0)}{8\pi z^4}}
\label{ret}
\end{equation}

The error can be bounded. From \eqref{alpha},
\begin{equation}
\alpha(0)-\alpha(i\xi)=\frac2{3\hbar}\sum_n\frac{D_n}{\omega_n}\frac{\xi^2}{\omega_n^2+\xi^2}<\beta\xi^2,\qquad
\beta=\frac2{3\hbar}\sum_n\frac{D_n}{\omega_n^3}.
\end{equation}
Using $\int_0^\infty y^2\varphi\,dy=2+6+12=20$ and dividing by $3\alpha(0)$,
\begin{equation}
0<1-\frac{U}{U_{\rm ret}}<\frac{20}{3\alpha(0)}\,\frac{\beta c^2}{4z^2}=\frac53\,\frac{\beta c^2}{\alpha(0)z^2}.
\label{bound}
\end{equation}
The upper bound is also the leading correction at large $z$, because there $\xi^2/(\omega_n^2+\xi^2)\to\xi^2/\omega_n^2$.

The limit has a direct meaning. For photons with $\omega\ll\omega_n$, replace $\omega_n+\omega$ by $\omega_n$ in \eqref{second}. Since $\sum_nD_n/(3\omega_n)=\hbar\alpha(0)/2$, the shift becomes $-\frac12\alpha(0)\Delta\langle E^2\rangle$, the Stark energy in the mirror-induced part of the vacuum field. From the mode density and \eqref{count},
\begin{equation}
\Delta\langle E^2\rangle=-\frac{\hbar c}{\pi}\int_0^\infty k^3G(2kz)\,dk=\frac{3\hbar c}{4\pi z^4}.
\end{equation}
With $x=2kz$ the integral is $\frac{2}{16z^4}\int_0^\infty(x^2\sin x+2x\cos x-2\sin x)dx$. The same cutoff gives $\int_0^\infty x^me^{ix}dx=m!\,i^{m+1}$, so the three terms are $-2$, $-2$ and $-2$, and the integral is $-3/(4z^4)$. The Stark energy then reproduces \eqref{ret}.

\section{The near limit and the range between}

When $z\ll c/\omega_n$ for all levels that matter, $\kappa z$ is small wherever $\alpha(ic\kappa)$ is appreciable, and $\varphi\to1$. Since $\int_0^\infty\omega_n\,d\xi/(\omega_n^2+\xi^2)=\pi/2$,
\begin{equation}
U\to U_{\rm near}=-\frac{\hbar}{4\pi z^3}\cdot\frac{2}{3\hbar}\cdot\frac\pi2\sum_nD_n=-\frac{\langle\mu^2\rangle}{12z^3}.
\end{equation}
Here $\sum_nD_n=\langle\mu^2\rangle$, because the ground state has no permanent dipole.

This is the image energy. A dipole $(\mu_x,\mu_y,\mu_z)$ has the image $(-\mu_x,-\mu_y,\mu_z)$ at distance $2z$. Half their interaction energy is $-(\mu_x^2+\mu_y^2+2\mu_z^2)/(16z^3)$; the half enters because the image is induced. With $\langle\mu_i^2\rangle=\langle\mu^2\rangle/3$ the average is $-\langle\mu^2\rangle/(12z^3)$. The coupling $-\boldsymbol\mu\cdot\mathbf E$ has thus produced the electrostatic energy by itself.

For $y>0$, $e^y>1+y+y^2/2$, so $\varphi<1$ and $|U|<|U_{\rm near}|$. Also $\alpha(i\xi)<\alpha(0)$, so $|U|<|U_{\rm ret}|$. Now let $s=-d\ln|U|/d\ln z$ be the local power. At fixed $\kappa$, $z^3|U|$ decreases with $z$ because $\varphi'=-\frac12y^2e^{-y}<0$; hence $s>3$. In \eqref{yform}, $z^4|U|$ increases with $z$ because $\alpha(icy/2z)$ does; hence $s<4$.

\section{Worked example}

Consider a model atom with two excited levels, in atomic units ($\hbar=e=m_e=1$, $c=137.036$). Its transition energies are $0.4$ and $1.0$ hartree, and its strengths are $D_1=3.0$ and $D_2=1.5$. Then
\begin{align}
\alpha(0)&=\tfrac23\left(\frac{3.0}{0.4}+\frac{1.5}{1.0}\right)=6.0\ \text{bohr}^3,\\
U_{\rm near}&=-\frac{4.5}{12z^3}=-\frac{0.375}{z^3},\\
U_{\rm ret}&=-\frac{3(137.036)(6.0)}{8\pi z^4}=-\frac{98.145}{z^4}.
\end{align}
The limiting laws cross at $z=98.145/0.375=261.7$ bohr, comparable with $c/\omega_1=342.6$ bohr. There $U/U_{\rm near}=0.555$, so each law overestimates $|U|$ by a factor $1/0.555=1.80$. The full potential gives

\begin{center}
\begin{tabular}{rcccc}
$z$ (bohr) & $U$ (hartree) & $U/U_{\rm near}$ & $U/U_{\rm ret}$ & $s$\\
10 & $-3.646\times10^{-4}$ & 0.972 & 0.037 & 3.03\\
100 & $-2.887\times10^{-7}$ & 0.770 & 0.294 & 3.24\\
300 & $-7.216\times10^{-9}$ & 0.520 & 0.596 & 3.50\\
1000 & $-8.730\times10^{-11}$ & 0.233 & 0.889 & 3.82\\
10000 & $-9.798\times10^{-15}$ & 0.026 & 0.998 & 4.00
\end{tabular}
\end{center}

The first row is a value of the dipole formula; for a real atom so close to a surface, its finite size would matter. The last power is $3.9967$ before rounding, below 4 as required.

At 1000 bohr (52.9 nm) the potential is $-574$ kHz times Planck's constant, while the retarded law gives $-646$ kHz. The deficit relative to the retarded law is $1-0.889=0.111$. With $\beta=32.25$ atomic units, the bound \eqref{bound} is $\frac53(137.036)^2(32.25)/(6.0\times10^6)=0.168$. The full potential $U$ comes within one percent of $U_{\rm ret}$, that is $U/U_{\rm ret}>0.99$, beyond about 4020 bohr, roughly twelve times $c/\omega_1$.

\section{Conditions of validity}

The mirror must reflect well at all frequencies that contribute to \eqref{full}. In the retarded range their scale is $c/z$, and a fraction $\frac13\int_2^\infty\varphi\,dy=3e^{-2}\approx0.41$ of the integral comes from $\xi>c/z$. In the near range the scale is set by the atomic transition frequencies, and half of each level's term comes from $\xi>\omega_n$. A real metal acts as a perfect mirror only if it stays reflecting far above those frequencies; otherwise its own reflection coefficients are needed. For a plasma model, $\varepsilon(i\xi)=1+\omega_p^2/\xi^2$, the electrostatic image is weakened by $(\varepsilon-1)/(\varepsilon+1)=\omega_s^2/(\omega_s^2+\xi^2)$ with $\omega_s=\omega_p/\sqrt2$. Since $\int_0^\infty\omega_n\omega_s^2\,d\xi/[(\omega_n^2+\xi^2)(\omega_s^2+\xi^2)]=\frac\pi2\,\omega_s/(\omega_s+\omega_n)$, each level's term in $U_{\rm near}$ is multiplied, when $z$ is also much smaller than $c/\omega_p$, by $\omega_s/(\omega_s+\omega_n)$, which is only $0.59$ at $\omega_p=2\omega_n$. In the retarded range the condition is $\omega_p\gg c/z$, that is, a penetration depth $c/\omega_p$ much smaller than $z$. The approach is slow: with the Fresnel coefficients of the plasma model the retarded law is reduced by a factor of about $1-\frac85\,c/(\omega_pz)$ at large $z$, so one-percent accuracy needs $z$ of about $160\,c/\omega_p$. For $\hbar\omega_p=9$ eV, a value typical of a noble metal, $c/\omega_p\approx414$ bohr, and the potential of the model atom is only 0.32, 0.66 and 0.86 of the perfect-mirror value at 10, 1000 and 4020 bohr. The numbers of the worked example therefore describe the ideal mirror, not a real metal surface.

The field was taken in its vacuum state. This requires $k_BT\ll\hbar c/z$, so that the modes with $k\sim1/z$ are almost empty; at fixed temperature the condition fails at large enough $z$. In the near range, where $\hbar c/z\gg\hbar\omega_1$, this condition is not the restrictive one: keeping the atom in its ground state also requires $k_BT\ll\hbar\omega_1$.

An excited atom with a dipole transition to a lower level can emit a real photon. The frequency of that transition counts as negative, the pole at $k=-k_n$ then lies on the positive real axis, and the rotation leaves an additional term. Finally, second-order theory requires $|U|\ll\hbar\omega_1$, and the dipole approximation requires an atom much smaller than $z$; the absence of overlap with the surface is not enough.

\section*{Calculated quantities}
\begin{verbatim}
speed of light c = 137.035999 a.u.
transition energies = 0.4, 1.0 hartree
dipole strengths D = 3.0, 1.5 e^2 bohr^2
static polarizability alpha(0) = 6.000000 bohr^3
alpha(0) from finite field = 5.999960 bohr^3
alpha(i xi), xi = 0.3 a.u.: 4.117431 bohr^3
same from time propagation = 4.117420 bohr^3
beta = 32.250000 a.u.
length c/omega_1 = 342.590 bohr
length c/omega_2 = 137.036 bohr
near coefficient sum(D)/12 = 0.375000 hartree bohr^3
retarded coefficient = 98.14480 hartree bohr^4
crossing of limiting laws = 261.719 bohr
U/near law at crossing = 0.55470
retarded law within 1 percent beyond 4016.6 bohr
z (bohr) | U (hartree) | U/near | U/retarded | local power
     10 | -3.646369e-04 | 0.97237 | 0.03715 | 3.0280
     30 | -1.277659e-05 | 0.91991 | 0.10545 | 3.0819
    100 | -2.887440e-07 | 0.76998 | 0.29420 | 3.2357
    300 | -7.216203e-09 | 0.51957 | 0.59556 | 3.4983
   1000 | -8.729742e-11 | 0.23279 | 0.88948 | 3.8223
   3000 | -1.190587e-12 | 0.08572 | 0.98260 | 3.9669
  10000 | -9.798087e-15 | 0.02613 | 0.99833 | 3.9967
z (bohr) | U from direct mode sum (hartree) | ratio to integral
     30 | -1.277670e-05 | 1.000008
    300 | -7.216204e-09 | 1.000000
   3000 | -1.190578e-12 | 0.999992
z^4 Delta<E^2>/(hbar c), mode sum = 0.238730
3/(4 pi) = 0.238732
image energy z^3/mu^2, point charges = -0.083334
near limit of U z^3/sum(D) = -0.083330
deficit/leading correction at 100000 bohr = 0.999928
main distance 1000 bohr = 52.9177 nm
U there = -574.389 kHz (times h)
retarded law there = -645.762 kHz (times h)
\end{verbatim}
